# Stacking structure factor of 4H-SiC along the 10L row: a numerical check

```python
# Result under test: for 4H-SiC (bilayer stacking A B C B) the stacking factor
#   S(L) = sum_j exp(2 pi i (h x_j + k y_j + L z_j)),  h = 1, k = 0,
# has |S|^2 = 1, 3, 9, 3 for L = 0, 1, 2, 3.
# x_j, y_j, z_j: fractional position of bilayer j; a, c: hexagonal cell lengths.
# The atomic structure factor is F = S G, where G belongs to one Si-C pair
# whose C atom lies 3c/16 above its Si atom. Lengths in nm, Q in 1/nm.
import numpy as np
from scipy import constants
from pyscf import gto, scf, dft

SITE = {"A": (0, 0), "B": (1, 2), "C": (2, 1)}   # in thirds of the cell edges
omega = np.exp(2j * np.pi / 3)
orders = np.arange(4)


def stacking_formula(L):
    return 1 + (-1.0) ** L * omega**2 + 2 * omega * np.cos(np.pi * L / 2)


def stacking_spectrum(sequence):
    """Squared Fourier sums of unit scatterers placed on a 3 x 3 x 4 grid."""
    grid = np.zeros((3, 3, 4))
    for j, letter in enumerate(sequence):
        grid[SITE[letter][0], SITE[letter][1], j] = 1
    return np.abs(np.fft.fftn(grid)) ** 2


def cell_vectors(a, c):
    return np.array([[a, 0, 0], [-a / 2, a * np.sqrt(3) / 2, 0], [0, 0, c]])


# --- Stacking factor: Fourier transform of the layer grid against the formula
spectrum = stacking_spectrum("ABCB")
S = np.array([stacking_formula(L) for L in orders])
S2 = np.abs(S) ** 2
assert np.allclose(spectrum[1, 0], [1, 3, 9, 3], atol=1e-12)
assert np.allclose(spectrum[1, 0], S2, atol=1e-12)
for h in range(3):
    for k in range(3):
        expected = [16, 0, 0, 0] if (h - k) % 3 == 0 else [1, 3, 9, 3]
        assert np.allclose(spectrum[h, k], expected, atol=1e-12)
for same_polytype in ("BCBA", "CBAB", "ABAC"):
    assert np.allclose(stacking_spectrum(same_polytype)[1, 0], S2, atol=1e-12)
two_layer = stacking_spectrum("ABAB")[1, 0]
assert np.allclose(two_layer, [4, 0, 12, 0], atol=1e-12)

# --- The pair construction must give four equal bonds around each atom
frac_si = np.array([(SITE[s][0] / 3, SITE[s][1] / 3, j / 4)
                    for j, s in enumerate("ABCB")])
frac_c = frac_si + np.array([0, 0, 3 / 16])
ideal_ratio = 4 * np.sqrt(2 / 3)
ideal_cell = cell_vectors(1.0, ideal_ratio)
shifts = np.array([(i, j, k) for i in range(-2, 3)
                   for j in range(-2, 3) for k in (-1, 0, 1)])
for centres, others in ((frac_si, frac_c), (frac_c, frac_si)):
    for centre in centres:
        separation = (others[:, None] + shifts[None] - centre) @ ideal_cell
        distance = np.sort(np.linalg.norm(separation, axis=2).ravel())
        assert np.allclose(distance[:4], 3 * ideal_ratio / 16, atol=1e-12)
        assert distance[4] > 1.5 * distance[0]

# --- Example geometry (rough typical cell lengths, chosen wavelength)
a, c, wavelength = 0.308, 1.008, 0.154
cell = cell_vectors(a, c)
reciprocal = 2 * np.pi * np.linalg.inv(cell).T
Q = np.sqrt((4 * np.pi / (np.sqrt(3) * a)) ** 2 + (2 * np.pi * orders / c) ** 2)
Q_direct = [np.linalg.norm(np.array([1, 0, L]) @ reciprocal) for L in orders]
assert np.allclose(Q, Q_direct, rtol=1e-12)
spacing = 2 * np.pi / Q
theta = np.arcsin(wavelength * Q / (4 * np.pi))

# --- Form factors from spherically averaged Hartree-Fock densities
bohr_nm = constants.physical_constants["Bohr radius"][0] * 1e9


def form_factor(symbol, charge, unpaired, q_nm):
    mol = gto.M(atom=symbol + " 0 0 0", basis="aug-cc-pvtz", charge=charge,
                spin=unpaired, verbose=0)
    mf = scf.UHF(mol)
    mf.max_cycle = 200
    mf.kernel()
    assert mf.converged
    dm = mf.make_rdm1()
    grids = dft.gen_grid.Grids(mol)
    grids.level = 4
    grids.build()
    ao = dft.numint.eval_ao(mol, grids.coords)
    rho = dft.numint.eval_rho(mol, ao, dm[0] + dm[1])
    radius = np.linalg.norm(grids.coords, axis=1)
    assert abs(np.dot(grids.weights, rho) - mol.nelectron) < 2e-3
    return np.array([np.dot(grids.weights, rho * np.sinc(q * bohr_nm * radius / np.pi))
                     for q in q_nm])


# Hydrogen has a closed form; the tolerance covers the finite Gaussian basis
hydrogen = form_factor("H", 0, 1, Q)
assert np.allclose(hydrogen, (1 + (Q * bohr_nm / 2) ** 2) ** -2, atol=5e-3)
f_si = form_factor("Si", 0, 2, Q)
f_c = form_factor("C", 0, 2, Q)
f_si_ion = form_factor("Si", 1, 1, Q)
f_c_ion = form_factor("C", -1, 3, Q)


def pair_squared(silicon, carbon, L):
    return np.abs(silicon + carbon * np.exp(3j * np.pi * L / 8)) ** 2


G2 = f_si**2 + f_c**2 + 2 * f_si * f_c * np.cos(3 * np.pi * orders / 8)
F2 = S2 * G2
for L in orders:   # explicit Cartesian sum over all eight atoms
    q_vector = np.array([1, 0, L]) @ reciprocal
    amplitude = (f_si[L] * np.exp(1j * (frac_si @ cell) @ q_vector).sum()
                 + f_c[L] * np.exp(1j * (frac_c @ cell) @ q_vector).sum())
    assert abs(abs(amplitude) ** 2 - F2[L]) < 1e-8 * F2[L]

# --- Neglected effects
F2_ion = S2 * pair_squared(f_si_ion, f_c_ion, orders)
B_thermal = 0.002
thermal = np.exp(-Q**2 * B_thermal / (8 * np.pi**2))
dispersion = 0.3 + 0.3j
F2_plus = S2 * pair_squared(f_si + dispersion, f_c, orders)
F2_minus = S2 * pair_squared(f_si + dispersion, f_c, -orders)
change_dispersion = 100 * (F2_plus / F2 - 1)
asymmetry = 100 * (F2_plus - F2_minus) / (0.5 * (F2_plus + F2_minus))

shift = 0.001
moved = frac_si.copy()
moved[[1, 3], 2] += shift
relaxed = np.array([abs(np.exp(2j * np.pi * (moved @ np.array([1, 0, L]))).sum()) ** 2
                    for L in orders])
assert np.allclose(relaxed[[0, 1, 3]], S2[[0, 1, 3]], atol=1e-12)
assert abs(relaxed[2] - (5 + 4 * np.cos(4 * np.pi * shift))) < 1e-12

# Rate at which a turning crystal crosses the reflecting condition
wave_number = 2 * np.pi / wavelength


def outgoing_length(turn, angle):
    g = 2 * wave_number * np.sin(angle)
    return np.hypot(wave_number * np.cos(angle) + g * np.sin(turn),
                    wave_number * np.sin(angle) - g * np.cos(turn))


for angle in theta:
    rate = (outgoing_length(1e-5, angle) - outgoing_length(-1e-5, angle)) / 2e-5
    assert abs(rate / (wave_number * np.sin(2 * angle)) - 1) < 1e-6
lorentz_pol = (1 + np.cos(2 * theta) ** 2) / (2 * np.sin(2 * theta))

# Plane wave radiated by a sheet of scatterers: sum of spherical waves, lengths
# in wavelengths; the soft edge of the sheet leaves an error of a few 0.001
height, tilt, width = 10.0, 0.3, 40.0
u = np.arange(-160, 160.1, 0.2)
x = (u - height * np.tan(tilt))[:, None]
y = u[None, :]
r = np.sqrt(x**2 + y**2 + height**2)
window = np.exp(-(u[:, None] ** 2 + y**2) / width**2)
sheet = 0.2**2 * np.sum(window * np.exp(2j * np.pi * (r + x * np.sin(tilt))) / r)
plane = 1j / np.cos(tilt) * np.exp(2j * np.pi * height * np.cos(tilt))
assert abs(sheet / plane - 1) < 0.01

r_e = constants.physical_constants["classical electron radius"][0] * 1e9
volume = np.linalg.det(cell)
t_one = volume * np.cos(theta) / (r_e * wavelength * np.sqrt(F2)) / 1000


def show(label, values, digits=3):
    print(label + ": " + ", ".join(f"{v:.{digits}f}" for v in values))


print("Lists run over L = 0, 1, 2, 3 on the row h=1, k=0")
show("Re S", S.real, 4)
show("Im S", S.imag, 4)
show("|S|^2", S2)
print(f"sum of |S|^2: {S2.sum():.3f}")
show("|S|^2 for stacking ABAB", two_layer)
print(f"a = {a:.3f} nm, c = {c:.3f} nm, wavelength = {wavelength:.3f} nm")
print(f"c/a = {c / a:.4f}, ideal c/a = {ideal_ratio:.4f}")
print(f"cell volume = {volume:.5f} nm^3")
show("Q (1/nm)", Q)
show("plane spacing (nm)", spacing, 4)
show("scattering angle 2 theta (deg)", np.degrees(2 * theta), 2)
show("f_Si (electrons)", f_si)
show("f_C (electrons)", f_c)
show("cos(3 pi L/8)", np.cos(3 * np.pi * orders / 8), 4)
show("|G|^2 (electrons^2)", G2, 2)
show("|F|^2 (electrons^2)", F2, 1)
show("|F|^2 relative to L=0", F2 / F2[0])
show("same, one electron moved Si to C", F2_ion / F2_ion[0])
print(f"thermal parameter B = {B_thermal:.4f} nm^2")
show("thermal intensity factor", thermal, 4)
print(f"Si dispersion correction = {dispersion:.1f} electrons")
show("change of |F|^2 by dispersion (%)", change_dispersion, 2)
show("difference between L and -L (%)", asymmetry, 2)
print(f"shift of both B bilayers = {shift:.4f} c = {shift * c:.6f} nm")
show("|S|^2 after the shift", relaxed, 5)
show("Lorentz-polarisation factor", lorentz_pol)
show("same, relative to L=0", lorentz_pol / lorentz_pol[0])
print(f"classical electron radius = {r_e:.4e} nm")
show("thickness t1 for unit amplitude (um)", t_one, 2)
print("done: every assertion held")
```

It prints:

```
Lists run over L = 0, 1, 2, 3 on the row h=1, k=0
Re S: -0.5000, 1.5000, 1.5000, 1.5000
Im S: 0.8660, 0.8660, -2.5981, 0.8660
|S|^2: 1.000, 3.000, 9.000, 3.000
sum of |S|^2: 16.000
|S|^2 for stacking ABAB: 4.000, 0.000, 12.000, 0.000
a = 0.308 nm, c = 1.008 nm, wavelength = 0.154 nm
c/a = 3.2727, ideal c/a = 3.2660
cell volume = 0.08281 nm^3
Q (1/nm): 23.556, 24.367, 26.651, 30.076
plane spacing (nm): 0.2667, 0.2579, 0.2358, 0.2089
scattering angle 2 theta (deg): 33.56, 34.75, 38.13, 43.26
f_Si (electrons): 9.922, 9.792, 9.451, 9.006
f_C (electrons): 3.763, 3.670, 3.421, 3.085
cos(3 pi L/8): 1.0000, 0.3827, -0.7071, -0.9239
|G|^2 (electrons^2): 187.27, 136.85, 55.30, 39.28
|F|^2 (electrons^2): 187.3, 410.5, 497.7, 117.8
|F|^2 relative to L=0: 1.000, 2.192, 2.657, 0.629
same, one electron moved Si to C: 1.000, 2.191, 2.669, 0.640
thermal parameter B = 0.0020 nm^2
thermal intensity factor: 0.9860, 0.9851, 0.9822, 0.9773
Si dispersion correction = 0.3+0.3j electrons
change of |F|^2 by dispersion (%): 4.48, 6.53, 10.58, 8.06
difference between L and -L (%): 0.00, 2.83, 4.86, -3.28
shift of both B bilayers = 0.0010 c = 0.001008 nm
|S|^2 after the shift: 1.00000, 3.00000, 8.99968, 3.00000
Lorentz-polarisation factor: 1.533, 1.469, 1.311, 1.117
same, relative to L=0: 1.000, 0.959, 0.855, 0.729
classical electron radius = 2.8179e-06 nm
thickness t1 for unit amplitude (um): 13.35, 8.99, 8.08, 16.34
done: every assertion held
```
